# Uniform flare in the image of a dense line pattern

## Problem

A projection lens prints a dense pattern of equal lines and spaces. Its image has intensity $I(x)$ with pitch $p$, measured relative to the intensity in a large clear area. Mirror roughness scatters part of the light. As a model, let every point of the image keep the fraction $1-f$ of its light, while the remaining fraction $f$ is spread evenly over a region containing many whole pitches of the same pattern. All scattered light lands in that region, and none enters from outside. Scattered light adds to the image as intensity, without interference. Such a background is called flare.

Let $M$ be the mean of $I$ over one pitch, and let

$$c_n=\frac1p\int_0^p I(x)\,e^{-2\pi i n x/p}\,dx,\qquad m=\frac{2|c_1|}{M}.$$

The number $m$ is the modulation. For $I=M+A\cos(2\pi x/p)$ with $A>0$, it equals $A/M$.

(a) Find the image $I_f(x)$ with flare, its mean and its modulation. What does $f=0.08$ do to each?

(b) Contrast is also described by the visibility $V=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. When does $V$ change by the same factor as $m$?

(c) Take wavelength $\lambda=13.5$ nm, numerical aperture 0.25, $p=64$ nm and $f=0.08$. The mask is thin, with openings of width $p/2$ at wafer scale. Two small source poles illuminate it at direction sines $\pm\lambda/(2p)$. Calculate the image before and after flare.

(d) A resist is exposed wherever the intensity exceeds a threshold $T$. How does flare change the slope at the edge and the width of the exposed space, for $T=M$ and for $T=0.25$?

(e) Replace the two poles by one small source on the axis, and compare the changes of $m$ and $V$.

(f) Let the scattered light have a finite range of 1000 nm. What happens inside a large array and at its border? Compare the effect of flare with other effects left out of the model.

## Solution

### (a) The redistributed image

Let the region have length $L=Np$, with $N$ a large whole number. A short piece $dx'$ of the image sends out the scattered light $fI(x')\,dx'$. Spread evenly over $L$, it contributes $fI(x')\,dx'/L$ to the intensity at every point. The sum over all pieces is

$$\frac fL\int_0^L I(x')\,dx'=\frac{f}{Np}\,N\int_0^p I(x')\,dx'=fM.$$

The first step after the sum uses the periodicity of $I$: each of the $N$ pitches gives the same integral. Adding the light that stayed in place gives

$$I_f(x)=(1-f)I(x)+fM. \tag{1}$$

Its average over one pitch is

$$M_f=(1-f)M+fM=M.$$

The loss $fM$ and the gain $fM$ cancel because the region receives all the light that it scatters. Subtracting $M$ from equation (1) shows what happens to the pattern itself:

$$I_f-M=(1-f)I+fM-M=(1-f)(I-M). \tag{2}$$

Every departure from the mean shrinks by the same factor. Points brighter than $M$ become darker, points darker than $M$ become brighter, and points at $M$ stay as they are.

For a harmonic with $n\neq0$, the constant $fM$ in equation (1) integrates to zero over a pitch. Hence $c_{n,f}=(1-f)c_n$, and

$$m_f=\frac{2|c_{1,f}|}{M_f}=\frac{2(1-f)|c_1|}{M}=(1-f)m. \tag{3}$$

For $f=0.08$ the mean is unchanged and the modulation is multiplied by 0.92. It falls by 8 percent of its own initial value. The absolute fall is $0.08m$. With $m$ as a pure number this is $8m$ percentage points, which is less than 8 when $m<1$.

At $f=0$ the image is untouched, and at $f=1$ it is a uniform field of intensity $M$. A longer exposure does not restore the modulation, because it multiplies $c_1$ and $M$ by the same number.

The conservation of light matters here. Suppose instead that a background $fM$ is added and nothing is removed from the image. The mean becomes $(1+f)M$ while $c_1$ stays the same, so the modulation becomes $m/(1+f)$. With $f=0.08$ the mean rises by 8 percent and the modulation falls by 7.4 percent. This is a different physical case from redistribution.

### (b) Visibility

Equation (1) is an increasing linear function of $I$ when $f<1$. The maximum and minimum therefore stay at their places, and

$$I_{\max,f}-I_{\min,f}=(1-f)(I_{\max}-I_{\min}),$$

because $fM$ cancels in the difference. It does not cancel in the sum. With the midrange $R=(I_{\max}+I_{\min})/2$,

$$I_{\max,f}+I_{\min,f}=(1-f)\,2R+2fM.$$

The initial visibility is $V=(I_{\max}-I_{\min})/(2R)$. Dividing the new visibility by it gives

$$\frac{V_f}{V}=\frac{(1-f)R}{(1-f)R+fM}
=\frac{1-f}{1-f+fM/R}. \tag{4}$$

The last form follows on dividing numerator and denominator by $R$. For $0<f<1$ the ratio equals $1-f$ if and only if the denominator is 1, which requires $M=R$. A sinusoid satisfies this condition, since its mean lies halfway between its extremes. If $M<R$, as for narrow bright peaks on a broad dark ground, the visibility falls by less than the fraction $f$. If $M>R$, it falls by more.

### (c) The two-beam image

Place $x=0$ at the centre of an opening. The mask transmits amplitude 1 for $|x|<p/4$ and 0 in the rest of the pitch. The amplitude of diffraction order $n$ is

$$a_n=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi nx}{p}\,dx=\frac{\sin(n\pi/2)}{n\pi}\quad(n\ne0),\qquad a_0=\frac12.$$

Thus $a_1=a_{-1}=1/\pi=0.3183$.

For the pole at sine $\lambda/(2p)=0.1055$, order $n$ leaves at the sine $\lambda/(2p)+n\lambda/p$. Order 0 has sine $0.1055$ and order $-1$ has sine $-0.1055$, so both pass the aperture of 0.25. Orders $+1$ and $-2$ have sines $+0.3164$ and $-0.3164$. They are blocked, as are all orders further out.

Apart from a common phase factor, the field in the image is $a_0+a_1e^{-2\pi ix/p}$. Its squared magnitude is

$$\begin{aligned}
I(x)&=\left(a_0+a_1e^{-2\pi ix/p}\right)\left(a_0+a_1e^{2\pi ix/p}\right)\\
&=a_0^2+a_1^2+2a_0a_1\cos\frac{2\pi x}{p}.
\end{aligned}\tag{5}$$

The other pole replaces $x$ by $-x$ and gives the same image. The poles are mutually incoherent, so their intensities are averaged, and equation (5) remains. Its mean and modulation are

$$M=0.2500+0.1013=0.3513,\qquad m=\frac{2a_0a_1}{M}=\frac{0.3183}{0.3513}=0.906.$$

The maximum is $0.3513+0.3183=0.670$, and the minimum is $0.3513-0.3183=0.033$. The minimum is not zero because the two interfering orders have unequal amplitudes.

Flare supplies a uniform level $fM=0.08\times0.3513=0.0281$. By equation (1),

$$I_{\max,f}=0.92\times0.670+0.028=0.644,$$

$$I_{\min,f}=0.92\times0.0330+0.0281=0.0585.$$

The mean is still 0.3513, and the modulation is $0.92\times0.906=0.834$. The relative fall is 8 percent, or 7.2 percentage points. The dark centre of the line changes most in proportion: its intensity rises from 0.033 to 0.0585, although the modulation falls by just 8 percent.

### (d) Edge slope and printed width

At $x=p/4$ the cosine in equation (5) is zero, so $I=M$. Since $I=M+mM\cos(2\pi x/p)$, the size of the slope there is

$$|I'(p/4)|=\frac{2\pi}{p}mM\sin\frac\pi2=\frac{2\pi mM}{p}.$$

The normalized log-slope is the relative slope multiplied by the nominal width $w=p/2$ of the space:

$$S=\frac{w|I'|}{I}=\frac p2\,\frac{2\pi mM}{pM}=\pi m. \tag{6}$$

Flare leaves the intensity at this edge unchanged and multiplies the slope by $1-f$. Thus $S$ falls from 2.85 to 2.62.

This makes the edge more sensitive to exposure. A small relative increase $\delta$ of the dose raises the intensity at the edge by $\delta I$. The edge moves outward by $\Delta x$ until the falling slope has cancelled this rise, so $|I'|\Delta x=\delta I$ to first order, and

$$\Delta x=\frac{\delta I}{|I'|}=\frac{w\delta}{S}.$$

For the same small dose error at $T=M$, flare increases the edge shift by the factor $1/0.92=1.087$. The edges are in the right place, but they are held there less firmly.

For a general threshold, set the flared image equal to $T$:

$$M+(1-f)mM\cos\frac{2\pi x}{p}=T.$$

The positive solution nearest the centre of the space is half the exposed width $W$. Hence

$$W=\frac p\pi\arccos\!\left[\frac{T-M}{(1-f)mM}\right],\qquad |T-M|<(1-f)mM. \tag{7}$$

The condition ensures that the image crosses the threshold. At $T=M$ the arccosine is $\pi/2$, so $W=p/2=32$ nm for every $f<1$.

At $T=0.25$, the argument without flare is $(0.25-0.3513)/0.3183=-0.318$, which gives $W=38.6$ nm. With flare it becomes $-0.318/0.92=-0.346$, which gives $W=39.2$ nm. The space widens by 0.6 nm at fixed dose and threshold. Its edges lie where the image is darker than its mean, and equation (2) says that such points become brighter. For $T>M$ the argument is positive and grows with $f$, so the space becomes narrower.

A fixed mean therefore does not imply a fixed printed width. The width is fixed when the threshold also equals the mean.

The slope at $T=0.25$ follows by differentiating the flared image at its edge $x=W/2$. Its size is $(2\pi/p)(1-f)mM\sin(\pi W/p)$. As the edge moves outward, the sine falls from 0.948 to 0.938, so the slope is multiplied by $0.92\times0.938/0.948=0.911$. It falls by 8.9 percent, slightly more than the 8 percent at $T=M$.

### (e) A three-beam image

A source on the axis sends orders $-1$, 0 and $+1$ through the lens, since $\lambda/p=0.211$ is below 0.25. Higher orders are blocked. With $\theta=2\pi x/p$, the field is $a_0+2a_1\cos\theta$, so

$$I=a_0^2+4a_0a_1\cos\theta+4a_1^2\cos^2\theta.$$

The averages of $\cos\theta$ and $\cos^2\theta$ over a pitch are 0 and $1/2$. The mean is therefore

$$M=a_0^2+2a_1^2=0.4526.$$

The maximum, at $\theta=0$, is $(a_0+2a_1)^2=1.292$. The field passes through zero where $\cos\theta=-a_0/(2a_1)=-\pi/4$, so the minimum intensity is zero. Hence $V=1$ and $R=0.646$. This image is not a single sinusoid, because $\cos^2\theta$ contains a second harmonic.

The first harmonic has amplitude $4a_0a_1$, so $m=4a_0a_1/M=1.41$; unlike $V$, the modulation can exceed 1. Equation (3) still applies, so $m$ falls by 8 percent, to 1.29. Equation (4) gives a smaller fall of the visibility:

$$V_f=\frac{0.92}{0.92+0.08\times0.4526/0.6460}=0.943.$$

This is a fall of 5.7 percent. The swing itself has fallen by 8 percent. However, the midrange has also moved down toward the lower mean, and this smaller denominator recovers part of the loss in $V$.

### (f) Finite range, borders and other effects

Let the share of scattered light arriving at distance $u$ be described by

$$K(u)=\frac{1}{2s}e^{-|u|/s},\qquad \int_{-\infty}^{\infty}K(u)\,du=1,$$

with $s=1000$ nm. The lines are long, so one dimension suffices. In an unlimited array the mean is unchanged because $K$ has unit area. A harmonic $\cos kx$, with $k=2\pi/p$, is multiplied in the scattered part by

$$\int_{-\infty}^{\infty}K(u)\cos(ku)\,du=\frac1s\int_0^\infty e^{-u/s}\cos(ku)\,du=\frac1{1+k^2s^2}.$$

Adding the light that stays in place gives

$$\frac{m_f}{m}=1-f+\frac f{1+(2\pi s/p)^2}=0.920008. \tag{8}$$

The uniform model is thus very good deep inside the array. In the opposite limit, $s\ll p$, the ratio tends to 1: light that moves much less than a pitch hardly disturbs the pattern.

At a border the surroundings have a different mean. Let the neighbouring area have uniform intensity $B$, and neglect diffraction at the boundary. A point at distance $x$ inside the array receives from the neighbour the weight

$$\int_x^\infty K(u)\,du=\frac12e^{-x/s}.$$

Because $s\gg p$, the array contributes nearly its mean $M$ with the remaining weight. The incoming flare is therefore approximately

$$f\left[M\left(1-\tfrac12e^{-x/s}\right)+\tfrac12Be^{-x/s}\right].$$

Its difference from $fM$, divided by $M$, is the relative change of the local mean:

$$\frac{\Delta M}{M}\simeq\frac f2e^{-x/s}\left(\frac BM-1\right). \tag{9}$$

Averaged over the first pitch of the two-beam pattern, this is $-3.9$ percent beside a dark area ($B=0$) and $+7.2$ percent beside a clear area ($B=1$). The first harmonic is still multiplied by nearly 0.92. Relative to the local mean, the modulation then falls by about 4 percent at the dark border, since $0.92/0.961=0.957$, and by about 14 percent at the clear border, since $0.92/1.072=0.858$. The simple result of part (a) needs surroundings with the same mean over several flare ranges.

The wavelength, aperture, pitch and flare are rough values typical of an early extreme-ultraviolet scanner. Real flare has contributions over many length scales, so the single range $s$ is a simplification. Real layouts also mix dense, dark and clear areas. For the values used here, equation (9) shows that this breaks the fixed-mean result by several percent near a border.

Other effects can be as large as flare. The following estimates change one effect at a time in the two-beam image, using round values of realistic size.

- **Resist blur.** Gaussian blur of standard deviation $\sigma$ multiplies $\cos kx$ by $e^{-k^2\sigma^2/2}=e^{-2\pi^2\sigma^2/p^2}$ and preserves the mean. For $\sigma=5$ nm the modulation falls by 11 percent. Flare and blur each multiply the first harmonic by a fixed factor and preserve the mean, so their factors multiply, and together they leave $m=0.739$.
- **Polarization.** Fields perpendicular to the plane of the two beams are parallel to each other. Fields in that plane have an overlap $\cos2\alpha=1-2\sin^2\alpha$, where $\sin\alpha=\lambda/(2p)$. The average factor for unpolarized light is $1-(\lambda/2p)^2$, a fall of 1.1 percent.
- **Defocus.** The two beams have opposite sines and acquire equal phases along the axis, so defocus does not alter the image from point poles. Poles with a half-width of 0.025 in sine contain source points for which the phases differ. A numerical sum at 50 nm defocus, with equal weight for every sine across the pole, gives a fall of 0.25 percent.
- **Mask shadow.** Light incident at 6 degrees on a 60 nm thick absorber is shadowed on the way in and out. For lines perpendicular to the plane of incidence and a reduction of 4, geometry narrows the opening by $2\times60\tan6^\circ/4=3.15$ nm at the wafer. Recalculating $a_0$ and $a_1$ for this opening lowers the mean by 14 percent and raises the modulation by 3.6 percent. These two numbers belong to the geometric picture and give only an order of size. A real absorber is partly transparent, sits on a multilayer mirror and adds a phase between the orders that shifts the images of the two poles against each other. The changes of mean and modulation then move by several percent when the thickness changes by a few nanometres, and the change of modulation can have either sign. Whatever the mask does happens before the light is redistributed, so flare still multiplies the new modulation by 0.92.
- **Photon noise.** A clear-area dose of 20 mJ/cm2, multiplied by $M$ and by a patch area of 25 nm$^2$, and divided by the photon energy $hc/\lambda$, gives 119 arriving photons on average. Their relative Poisson fluctuation is $1/\sqrt{119}$, or 9.2 percent. A thin resist film absorbs only part of these photons; if it absorbs a quarter, the relative fluctuation of the absorbed number is twice as large. It varies at random from patch to patch, whereas flare shifts the average image.

For these numbers, blur reduces the modulation more than flare does, and the geometric shadow estimate changes the mean by more than either border; for a real thick mask the two effects should only be taken as comparable in size. The 8 percent fall isolates the contribution of uniform redistribution; it is not the total loss of contrast in the resist.
